# Electron Temperature in a Uniform Field: Energy Balance with Fixed Parameters

Electrons in a semiconductor channel gain energy from the electric field and lose it to the lattice. When the gain is fast enough, their mean energy rises well above its equilibrium value. Such hot carriers matter for the reliability of a silicon/oxide interface, because energetic electrons can enter the oxide or damage the interface. This problem treats the simplest description of the heating, an energy balance with constant coefficients, and asks what it predicts and where it stops being valid.

**Setting and conventions.** The electrons form a three-dimensional, nondegenerate gas in a parabolic band with effective mass $m$. This is a simplification for a silicon channel: in strong inversion the electrons are confined to subbands and can be degenerate, and the equilibrium energy used below then no longer applies. The lattice stays at temperature $T_L$. The elementary charge is $q>0$, so an electron has charge $-q$. The field has magnitude $E$, and $u$ is the mean speed along the force, that is, opposite to the field. The mobility $\mu$ is defined by $u=\mu E$. The mean kinetic energy per electron is $w$, with equilibrium value $w_L=\tfrac32 kT_L$, where $k$ is the Boltzmann constant.

The electron temperature is defined by the spread of velocities about their mean $\mathbf u$:

$$\tfrac32 kT_e=\tfrac m2\left\langle|\mathbf v-\mathbf u|^2\right\rangle .$$

This definition does not require a Maxwellian distribution.

The numerical example uses round model parameters: $T_L=300$ K, $\mu=500$ cm²/(V s), energy relaxation time $\tau_w=0.40$ ps, and $m$ equal to 0.30 free-electron masses. The fields are 5, 10 and 20 kV/cm.

## (a) Energy gained and energy lost

*With electron density $n$, current density $\mathbf J$ and energy flux $\mathbf S$, and without generation, recombination or impact ionization, the energy balance in the relaxation-time approximation is*

$$\frac{\partial (nw)}{\partial t}+\nabla\cdot\mathbf S=\mathbf J\cdot\mathbf E-n\,\frac{w-w_L}{\tau_w}.$$

*Find the mean excess energy $w-w_L$ in a uniform, steady gas.*

**Solution.** In a steady state the time derivative vanishes. In a uniform gas $\mathbf S$ is the same everywhere, so its divergence vanishes, although $\mathbf S$ itself need not. What remains is

$$\mathbf J\cdot\mathbf E=n\,\frac{w-w_L}{\tau_w}.$$

The sign of the heating term follows from two minus signs. The electron velocity is $-\mu\mathbf E$ and the charge is $-q$, so

$$\mathbf J=(-q)\,n\,(-\mu\mathbf E)=qn\mu\mathbf E,\qquad \mathbf J\cdot\mathbf E=qn\mu E^2>0 .$$

The field therefore heats the gas whichever way it points. Dividing by $n$ and multiplying by $\tau_w$ gives

$$w-w_L=q\mu\tau_wE^2. \tag{1}$$

One factor of $E$ is the force. The other is the drift speed, which is proportional to the force when $\mu$ is fixed. Their product is the power, and a fixed $\tau_w$ turns power into stored energy in a fixed proportion.

At 10 kV/cm the drift speed is $500\times10^4=5.0\times10^6$ cm/s. The power per electron is

$$q\mu E^2=q\,(5.0\times10^6\ \text{cm/s})(10^4\ \text{V/cm})=50\ \text{meV/ps},$$

and the excess energy is $50\times0.40=20$ meV. The equilibrium energy is $w_L=38.78$ meV, so the heating is already substantial.

Uniformity is a real restriction. If the field varies over a length $L$, the part of $\nabla\cdot\mathbf S$ due to drift is of order $nu(w-w_L)/L$. It is small beside the loss term $n(w-w_L)/\tau_w$ when $L\gg u\tau_w$. At 10 kV/cm this length is $2\times10^{-6}$ cm, or 20 nm. Random thermal motion adds a further condition. In one energy relaxation time an electron diffuses over about $\sqrt{2D\tau_w}$, with $D=\mu kT_L/q$ near equilibrium. In the example this is 32 nm, more than the drift length at 10 kV/cm. It grows as the gas heats and does not vanish in a weak field, so $L$ must exceed it as well. Where the field changes over such short distances, the local field alone does not determine the local energy.

## (b) From energy to temperature

*Neglect the kinetic energy of the drift. Find $T_e(E)$ for fixed $\mu$ and $\tau_w$, and identify the field that separates weak from strong heating. Which quantity follows a pure power law?*

**Solution.** Without drift energy, $w=\tfrac32kT_e$. Equation (1) becomes

$$\tfrac32k(T_e-T_L)=q\mu\tau_wE^2,$$

and multiplying by $2/(3k)$ gives

$$\boxed{T_e=T_L+A E^2,\qquad A=\frac{2q\mu\tau_w}{3k}.} \tag{2}$$

The rise $T_e-T_L$ is quadratic in the field at every field within this model. The temperature itself is a constant plus a quadratic term. To see when the second term dominates, define $E_c$ as the field at which the rise equals $T_L$:

$$AE_c^2=T_L,\qquad E_c=\sqrt{\frac{3kT_L}{2q\mu\tau_w}},\qquad \frac{T_e}{T_L}=1+x^2,\quad x=\frac{E}{E_c}.$$

The local exponent of $T_e$ is

$$\frac{d\ln T_e}{d\ln E}=\frac{x}{1+x^2}\,\frac{d(1+x^2)}{dx}=\frac{2x^2}{1+x^2}.$$

It tends to 0 for $x\ll1$, equals 1 at $x=1$ and approaches 2 for $x\gg1$. A log-log plot of $T_e$ thus bends, while a plot of $T_e-T_L$ is straight with slope 2.

For the example, $A=1.547$ K/(kV/cm)² and $E_c=13.9$ kV/cm. At 10 kV/cm the rise is $1.547\times100=154.7$ K and $T_e=454.7$ K. The energies of part (a) give the same rise, since $300\times20.00/38.78=154.7$ K. Here $x^2=154.7/300=0.516$, so the local exponent of $T_e$ is $2(0.516)/1.516=0.68$, far from 2, even though the rise is quadratic.

## (c) The energy of the drift

*Keep the drift energy. Does the rise remain quadratic, and does the neglect in (b) become better in a weak field?*

**Solution.** Write $\mathbf v=\mathbf u+\mathbf c$, with $\langle\mathbf c\rangle=0$. Then

$$w=\tfrac m2\langle|\mathbf u+\mathbf c|^2\rangle=\tfrac m2u^2+m\,\mathbf u\cdot\langle\mathbf c\rangle+\tfrac m2\langle c^2\rangle=\tfrac m2u^2+\tfrac32kT_e .$$

The cross term vanishes because $\langle\mathbf c\rangle=0$. Substituting this and $u=\mu E$ into (1) gives

$$\tfrac32k(T_e-T_L)=q\mu\tau_wE^2-\tfrac m2\mu^2E^2
=q\mu\tau_wE^2\left(1-\frac{m\mu}{2q\tau_w}\right).$$

The combination $m\mu/q$ is the momentum relaxation time $\tau_m$. In a steady state the force $qE$ balances the momentum loss rate $mu/\tau_m$, so $u=(q\tau_m/m)E$ and $\mu=q\tau_m/m$. Hence

$$T_e-T_L=A\left(1-\frac{\tau_m}{2\tau_w}\right)E^2. \tag{3}$$

The rise is still quadratic, with a smaller coefficient. Part of the excess energy is ordered motion and does not count as temperature. That part is the fraction $\tau_m/(2\tau_w)$ of the excess, whatever the field. A weak field therefore does not improve the relative accuracy of (2) for the rise. The condition for neglecting the drift energy is $\tau_m\ll2\tau_w$: collisions must randomize momentum much faster than they remove energy.

In the example $\tau_m=0.0853$ ps, so the factor is $1-0.0853/0.80=0.893$. At 10 kV/cm the drift energy is 2.13 meV of the 20 meV excess. The rise falls from 154.7 K to $154.7\times0.8934=138.2$ K, and $T_e=438.2$ K.

## (d) Can both coefficients be constant?

*Equation (1) assumes constant $\mu$ and $\tau_w$ while the electrons heat up. Consider two kinds of collision, both at rates independent of velocity. At rate $\nu_{el}$ a collision keeps the speed and makes the direction random. At rate $\nu_{in}$ it replaces the velocity by one drawn from the lattice Maxwellian. Show whether this model satisfies the assumptions, and find both relaxation times.*

**Solution.** Let $z$ point along the force and let $a=qE/m$. The velocity distribution $f$, normalized to one, obeys

$$\frac{\partial f}{\partial t}+a\frac{\partial f}{\partial v_z}=\nu_{el}(\bar f-f)+\nu_{in}(f_L-f).$$

The bar denotes an average over directions at fixed speed, and $f_L$ is the Maxwellian at $T_L$. Multiply by a function $\phi(\mathbf v)$ and integrate over velocity. Integration by parts turns the field term into $-a\langle\partial\phi/\partial v_z\rangle$, since $f$ vanishes at large speed. In the elastic term the directional average can be moved from $f$ to $\phi$, because $\int\phi\bar f\,d^3v=\int\bar\phi f\,d^3v$. The result is

$$\frac{d\langle\phi\rangle}{dt}=a\left\langle\frac{\partial\phi}{\partial v_z}\right\rangle+\nu_{el}\left(\langle\bar\phi\rangle-\langle\phi\rangle\right)+\nu_{in}\left(\langle\phi\rangle_L-\langle\phi\rangle\right). \tag{4}$$

For momentum take $\phi=v_z$. Its directional average and its lattice average are both zero, so

$$\frac{du}{dt}=a-(\nu_{el}+\nu_{in})u .$$

For energy take $\phi=mv^2/2$. This depends on speed alone, so $\bar\phi=\phi$ and the elastic term drops out. The derivative is $mv_z$, and $ma=qE$, so

$$\frac{dw}{dt}=qEu-\nu_{in}(w-w_L).$$

Comparison with the relaxation-time forms gives

$$\frac1{\tau_m}=\nu_{el}+\nu_{in},\qquad \frac1{\tau_w}=\nu_{in}.$$

Neither time depends on the field or on the electron temperature. Fixed $\mu=q\tau_m/m$ and fixed $\tau_w$ are thus mutually consistent at any field in this model, and (3) holds there without further approximation. Since $\tau_m\le\tau_w$, the factor in (3) lies between $\tfrac12$ and 1. The lower value belongs to $\nu_{el}=0$.

The price is the assumption that collision rates do not depend on velocity. The model shows that the coefficients can be constant; it does not show that they are constant in a real semiconductor.

For the example, $\nu_{in}=1/0.40=2.5$ ps⁻¹ and $\nu_{el}=1/0.0853-2.5=9.2$ ps⁻¹.

## (e) What the temperature leaves out

*In the model of (d), find the difference between the temperatures along and across the force. Then compare the results with a direct simulation of the collisions.*

**Solution.** Define the directional temperatures by

$$kT_\parallel=m(\langle v_z^2\rangle-u^2),\qquad kT_\perp=m\langle v_x^2\rangle .$$

By symmetry about $z$, the definition of $T_e$ gives $T_e=(T_\parallel+2T_\perp)/3$. Now use $\phi=v_z^2-v_x^2$ in (4). Its directional average vanishes, as does its average in the isotropic lattice Maxwellian, and $\partial\phi/\partial v_z=2v_z$. In a steady state

$$0=2au-\frac{\langle v_z^2\rangle-\langle v_x^2\rangle}{\tau_m}.$$

Since $a\tau_m=u$, the difference of mean squares is $2u^2$. Subtracting the drift part $u^2$ leaves

$$k(T_\parallel-T_\perp)=m(2u^2-u^2)=mu^2. \tag{5}$$

The velocity spread is wider along the force, and $T_e$ is an average over directions.

The simulation follows 100,000 independent electrons through free flights and random collisions. It does not use the energy balance. Because the total collision rate is constant, the velocities just before collisions sample the steady distribution. In the table the uncertainties are one standard error.

| $E$ (kV/cm) | $T_e$, eq. (2) (K) | $T_e$, eq. (3) (K) | $T_e$, simulated (K) |
|---:|---:|---:|---:|
| 5 | 338.7 | 334.6 | 335.0 ± 0.3 |
| 10 | 454.7 | 438.2 | 439.1 ± 0.5 |
| 20 | 918.9 | 852.9 | 852.5 ± 1.3 |

Equation (3) agrees with the simulation within about two standard errors at each field. At 20 kV/cm equation (2) is 66 K too high, about fifty standard errors, so the drift correction is clearly resolved. The simulated rise between 10 and 20 kV/cm has exponent 1.989. The errors in the table translate into an uncertainty of about 0.006 in this exponent, so it too lies within two standard errors of 2.

At 20 kV/cm the simulation gives $T_\parallel=984$ K and $T_\perp=787$ K. Their difference, 197 K, compares with 198 K from (5).

The distribution also differs from a Maxwellian in shape. For a Maxwellian with variance $s^2$ per component, $\langle c^2\rangle=3s^2$ and $\langle c^4\rangle=3(3s^4)+6(s^4)=15s^4$, so $\langle c^4\rangle/\langle c^2\rangle^2=5/3$. The simulation gives 2.79 at 20 kV/cm. Applying (4) to fourth powers of the velocity gives 1.70, 1.93 and 2.78 at 5, 10 and 20 kV/cm, so the departure grows with the field, and fast electrons are more numerous than in a Maxwellian at $T_e$. Hot-carrier damage depends on the number of electrons above some high energy. The balance equation fixes only the mean energy, and a Maxwellian tail at $T_e$ would be an additional assumption, one that fails in this model. The model's own tail should not be carried over to silicon. It rests on collision rates independent of velocity and on a parabolic band, and neither holds at high energy. The mean energy at 20 kV/cm, 0.12 eV, is also far below the silicon/oxide barrier of about 3.1 eV.

## (f) When heating reduces the mobility

*Suppose that the mobility falls as $\mu=\mu_0T_L/T_e$, while $\tau_w$ stays fixed and drift energy is neglected. Find $T_e(E)$, its limits and the drift speed. By what factor does the fixed-mobility law (2), with $\mu=\mu_0$, misjudge the rise?*

**Solution.** This mobility is a model choice that represents stronger scattering of hotter electrons. Let $A$ and $E_c$ be evaluated with $\mu_0$. The balance becomes

$$T_e-T_L=AE^2\,\frac{T_L}{T_e}.$$

Divide by $T_L$, write $\theta=T_e/T_L$ and use $AE^2/T_L=x^2$. Then $\theta-1=x^2/\theta$, or

$$\theta^2-\theta-x^2=0,\qquad \theta=\frac{1+\sqrt{1+4x^2}}2. \tag{6}$$

The other root is not positive and is rejected.

In a weak field, $\sqrt{1+4x^2}=1+2x^2-2x^4+\dots$, so

$$\theta-1=x^2-x^4+\dots$$

The quadratic law is recovered at leading order. In a strong field, $\sqrt{1+4x^2}\approx2x$, so $\theta\approx x+\tfrac12$ and the rise becomes linear. Integrating the time-dependent heating equation to its steady state confirms both limits. The exponent of the rise is 1.998 between $0.02E_c$ and $0.04E_c$, and 1.004 between $100E_c$ and $200E_c$. The strong-field range tests the mathematics of the model; no semiconductor is described by it at such fields.

The drift speed is

$$u=\frac{\mu_0E}{\theta}=\mu_0E_c\,\frac x\theta=\mu_0E_c\sqrt{1-\frac1\theta},$$

where the last step uses $x^2=\theta^2-\theta$. It rises steadily with the field and saturates at $\mu_0E_c=7.0\times10^6$ cm/s. The power $quE$ then grows linearly with $E$, which is why the rise does too. At fixed mobility the speed would already be $1.0\times10^7$ cm/s at 20 kV/cm, above this limit.

The error of the fixed-mobility law follows from $\theta-1=x^2/\theta$:

$$\frac{\text{rise from (2)}}{\text{rise from (6)}}=\frac{x^2}{x^2/\theta}=\theta=\frac{T_e}{T_L}.$$

The overestimate thus equals the relative heating itself. At 5, 10 and 20 kV/cm, equation (6) gives $T_e=334.7$, 412.5 and 606.3 K, and the factors are 1.12, 1.38 and 2.02. At 20 kV/cm the fixed-mobility rise is twice that of the falling-mobility model. The closeness of 334.7 K to the 334.6 K from (3) is accidental: two different corrections happen to have similar sizes at that field, and they separate at higher fields.

The neglect of drift energy can be checked afterwards. The argument of (c) gives its share of the excess energy as about $m\mu/(2q\tau_w)$, now with the reduced mobility. This share is $0.0853/0.80=0.107$ in a weak field and falls as the electrons heat up.

With drift energy neglected, the balance contains the two coefficients through the product $\mu\tau_w$. The quadratic law requires this product to stay constant, which fixed $\mu$ and fixed $\tau_w$ guarantee. A fall in $\mu$ could be offset by a matching increase in $\tau_w$; without such compensation, the law is limited to fields at which the product has changed little.

## Numbers as computed

```
lattice temperature: 300 K
mobility: 500 cm^2/(V s)
energy relaxation time: 0.40 ps
effective mass: 0.30 free-electron masses
momentum relaxation time: 0.0853 ps
lattice thermal energy 3kT_L/2: 38.78 meV
simple coefficient: 1.5473 K/(kV/cm)^2
drift-energy factor: 0.8934
full coefficient: 1.3823 K/(kV/cm)^2
field E_c (simple law): 13.92 kV/cm
At 10 kV/cm:
 heating power per electron: 50.00 meV/ps
 excess energy: 20.00 meV
 drift energy: 2.13 meV
 simulated excess energy: 20.12 meV
Field 5 kV/cm:
 drift speed mu*E: 2.500e+06 cm/s
 simulated drift speed: 2.508e+06 cm/s
 T_e simple law: 338.7 K
 T_e with drift energy: 334.6 K
 T_e simulated: 335.0 +/- 0.3 K
 T_e falling mobility: 334.7 K
 simple rise / falling-mobility rise: 1.116
Field 10 kV/cm:
 drift speed mu*E: 5.000e+06 cm/s
 simulated drift speed: 5.000e+06 cm/s
 T_e simple law: 454.7 K
 T_e with drift energy: 438.2 K
 T_e simulated: 439.1 +/- 0.5 K
 T_e falling mobility: 412.5 K
 simple rise / falling-mobility rise: 1.375
Field 20 kV/cm:
 drift speed mu*E: 1.000e+07 cm/s
 simulated drift speed: 1.001e+07 cm/s
 T_e simple law: 918.9 K
 T_e with drift energy: 852.9 K
 T_e simulated: 852.5 +/- 1.3 K
 T_e falling mobility: 606.3 K
 simple rise / falling-mobility rise: 2.021
simulated exponent of rise, 10 to 20 kV/cm: 1.989
20 kV/cm simulated T parallel: 984 K
20 kV/cm simulated T perpendicular: 787 K
20 kV/cm predicted difference m u^2/k: 198 K
20 kV/cm <c^4>/<c^2>^2 (Maxwellian 1.667): 2.791
falling mobility, exponent 0.02-0.04 E_c: 1.998
falling mobility, exponent 100-200 E_c: 1.004
saturation speed mu*E_c: 6.962e+06 cm/s
falling-mobility speed at 200 E_c: 6.945e+06 cm/s
```
